# Classical thermal conductance of one perfectly transmitted phonon branch

## Problem

A thin wire joins two heat baths, the left one at temperature $T+\delta T$ and the right one at $T$, with $\delta T\ll T$. Its atoms vibrate harmonically. One phonon branch rises steadily from zero frequency at wavevector $k=0$ to $f_{\max}=10$ THz at the zone edge $k=\pi/a$, where $a$ is the lattice spacing. Every phonon that a bath sends into this branch reaches the other bath.

(a) Find the thermal conductance $G=J/\delta T$ in the classical limit, where $J$ is the heat current in watts.

(b) How far is the wire from that limit at 300 K?

(c) What happens if one bond in the wire has half the normal stiffness, or if the branch turns downward before the zone edge?

The 10 THz is an ordinary frequency $f$, in cycles per second. The angular frequency is $\omega=2\pi f$. SI units are used throughout.

## First estimate by scaling

Take a chain of equal masses $m$ joined by equal springs $K$. Assume, as in the problem, that the contacts to the baths reflect nothing, so they bring in no parameter of their own. Classically, the heat current can then depend on $m$, $K$, the thermal energies of the baths and the number of atoms. The equations of motion are linear, so multiplying all thermal energies by a factor multiplies the current by the same factor. The conductance therefore does not depend on $T$. Nothing scatters, so we also expect no dependence on the length of a long wire. The one frequency that can be built from $K$ and $m$ is $\sqrt{K/m}$, which is proportional to $f_{\max}$. Hence

$$G=C\,k_B f_{\max},$$

with $C$ a pure number. Baths that act by friction on the end atoms would add a second rate and reflect part of the branch. $C$ would then depend on that rate: it is about 0.79 for a friction rate $\sqrt{K/m}$ and 0.63 for half or twice that rate.

A simple picture gives a value for $C$. Each atom carries a mean vibrational energy $k_BT$, half kinetic and half potential, so the energy per unit length is $k_BT/a$. Half of it moves right and half moves left. If all of it moved at the speed of sound $c$, the difference between the two streams would be

$$J\approx \frac{k_B\,\delta T}{2a}\,c .$$

To find $c$, insert $u_n\propto e^{i(kan-\omega t)}$ into Newton's equation $m\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$, where $u_n$ is the displacement of atom $n$. This gives

$$m\omega^2=2K(1-\cos ka)=4K\sin^2\frac{ka}{2},\qquad f=f_{\max}\sin\frac{ka}{2},$$

with $2\pi f_{\max}=2\sqrt{K/m}$. The slope of $\omega(k)$ at $k=0$ is $c=2\pi f_{\max}\,a/2=\pi a f_{\max}$. The spacing cancels, and

$$G_{\text{est}}=\frac{\pi}{2}\,k_Bf_{\max}\approx 2\times10^{-10}\ \text{W/K}.$$

The estimate is thus about 200 pW/K. Its weak point is the speed: short waves travel more slowly than sound.

## Exact solution

**Counting the carriers.** Consider a length $L$ of wire with periodic ends. The allowed wavevectors are $2\pi/L$ apart, so an interval $dk$ holds $L\,dk/2\pi$ modes. A mode of angular frequency $\omega$ has mean energy $\hbar\omega(n+\tfrac12)$, where

$$n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

This energy is spread over the length $L$ and moves at the group velocity $v=d\omega/dk$. The mode therefore carries the current $v\hbar\omega(n+\tfrac12)/L$.

Modes with $k>0$ have $v>0$ on this branch. They come from the left bath and are filled at $T+\delta T$. Their partners at $-k$ have the same frequency and the opposite velocity. They come from the right bath and are filled at $T$. Subtracting the two streams removes the zero-point terms, and the length $L$ cancels:

$$J=\int_0^{\pi/a}\frac{dk}{2\pi}\,v\,\hbar\omega\,\big[n(\omega,T+\delta T)-n(\omega,T)\big].$$

**The velocity cancels.** Since $v\,dk=d\omega=2\pi\,df$ and $\hbar\omega=hf$,

$$J=\int_0^{f_{\max}}df\;hf\,\big[n(T+\delta T)-n(T)\big].$$

A slow part of the branch has more modes per unit frequency, and each moves its energy more slowly. The two effects compensate. Neither the spacing nor the shape of the rising branch remains in the result.

**Small temperature difference.** To first order, the bracket is $\delta T\,\partial n/\partial T$. Put $y=hf/k_BT$, so that $\partial y/\partial T=-y/T$. Then

$$\frac{\partial n}{\partial T}=\frac{-e^y}{(e^y-1)^2}\left(-\frac{y}{T}\right)=\frac{y}{T}\,\frac{e^y}{(e^y-1)^2}.$$

Multiply by $hf=k_BTy$ and use $e^y-1=2e^{y/2}\sinh(y/2)$:

$$hf\,\frac{\partial n}{\partial T}=k_B\frac{y^2e^y}{(e^y-1)^2}=k_B\left[\frac{y/2}{\sinh(y/2)}\right]^2 .$$

The conductance at any temperature is therefore

$$G(T)=k_B\int_0^{f_{\max}}df\left[\frac{y/2}{\sinh(y/2)}\right]^2 .$$

**(a) Classical limit.** When $k_BT\gg hf_{\max}$, $y$ is small over the whole branch, $\sinh(y/2)\to y/2$, and the squared bracket tends to one. Each mode then contributes the equipartition value $k_B$ to the heat capacity. The integral gives

$$G_{\text{cl}}=k_Bf_{\max}.$$

With the numbers inserted,

$$G_{\text{cl}}=(1.380649\times10^{-23}\ \text{J/K})(10^{13}\ \text{s}^{-1})=1.38\times10^{-10}\ \text{W/K}=138\ \text{pW/K}.$$

If the branch ended instead at an angular frequency of 10 rad/ps, $f_{\max}$ would be smaller by $2\pi$ and the conductance would be 22.0 pW/K.

**(b) The wire at 300 K.** The series of $\sinh z$ has positive terms for $z>0$ and starts with $z$, so $\sinh z>z$. The quantum weight is below one at every nonzero frequency, and $k_Bf_{\max}$ is an upper bound for this branch.

To find the first corrections, write $z=y/2$:

$$\left(\frac{\sinh z}{z}\right)^2=\left(1+\frac{z^2}{6}+\frac{z^4}{120}+\dots\right)^2=1+\frac{z^2}{3}+\frac{2z^4}{45}+\dots$$

The coefficient of $z^4$ is $1/36+2/120=2/45$. In the reciprocal it becomes $1/9-2/45=1/15$, so

$$\left(\frac{z}{\sinh z}\right)^2=1-\frac{z^2}{3}+\frac{z^4}{15}-\dots=1-\frac{y^2}{12}+\frac{y^4}{240}-\dots$$

Let $x=hf_{\max}/k_BT$, so $y=x\,f/f_{\max}$. Averaging over the branch replaces $(f/f_{\max})^2$ by $1/3$ and $(f/f_{\max})^4$ by $1/5$:

$$\frac{G}{k_Bf_{\max}}=1-\frac{x^2}{36}+\frac{x^4}{1200}-\dots$$

Here $hf_{\max}/k_B=479.9$ K, so $x=479.9/300=1.600$. The series through $x^4$ gives $1-0.0711+0.0055=0.934$. Numerical integration of the full expression also gives 0.934, or 129 pW/K. The classical value is thus 7% too high relative to the quantum one.

The leading correction falls to 1% when $x^2/36=0.01$, that is $x=0.6$ and $T\approx800$ K. Solving the full expression numerically gives 796 K.

**The opposite limit.** When $k_BT\ll hf_{\max}$, the upper part of the branch is frozen out. Using $df=(k_BT/h)\,dy$, we may extend the integral to infinity:

$$G\to\frac{k_B^2T}{h}\int_0^\infty\frac{y^2e^y}{(e^y-1)^2}\,dy .$$

Because $e^y/(e^y-1)^2=-\frac{d}{dy}\frac{1}{e^y-1}$, integration by parts turns the integral into $2\int_0^\infty y/(e^y-1)\,dy$. The boundary terms vanish. Expanding $1/(e^y-1)=\sum_{j\ge1}e^{-jy}$ and using $\int_0^\infty ye^{-jy}dy=1/j^2$ gives $2\sum_j1/j^2=\pi^2/3$. Hence

$$G\to\frac{\pi^2k_B^2T}{3h}.$$

The conductance now grows with temperature and no longer contains $f_{\max}$. Temperature sets how much of the branch is active; in the classical limit, the branch itself sets it.

**(c) A weak bond.** This part needs a definite model, so take the chain of equal masses and nearest-neighbour springs from the first estimate. Let the spring between atoms 0 and 1 be $gK$. A wave arriving from the left is partly reflected:

$$u_n=e^{in\theta}+r\,e^{-in\theta}\ (n\le0),\qquad u_n=t\,e^{in\theta}\ (n\ge1),\qquad \theta=ka.$$

The left-hand wave, continued to site 1, would satisfy the uniform equation of motion for atom 0. The true force from the weak bond must therefore equal the force that this continued wave would give. The same holds for atom 1, with the right-hand wave continued to site 0. With $e\equiv e^{i\theta}$ in the next few lines,

$$e+\frac re-1-r=g(te-1-r),\qquad t(e-1)=g(te-1-r).$$

The right-hand sides are equal. Equating the left-hand sides and noting that $1/e-1=-(e-1)/e$, we can divide by $e-1$ to get $1-r/e=t$, or $r=e(1-t)$. The second equation becomes $t(e-1)=g(2te-1-e)$, so

$$t=\frac{g(1+e)}{1-e+2ge}.$$

For $g=1$ this gives $t=1$, as it should. For $g=\tfrac12$ the denominator is one and $t=(1+e)/2$. The chain is the same on both sides, so the transmitted fraction of the energy is

$$\mathcal T=|t|^2=\frac{2+2\cos\theta}{4}=\cos^2\frac{\theta}{2}=1-\left(\frac{f}{f_{\max}}\right)^2 .$$

Long waves pass freely, while waves at the top of the branch are stopped. Each stream is reduced by the same factor $\mathcal T(f)$, so the classical conductance becomes

$$G=k_B\int_0^{f_{\max}}\mathcal T(f)\,df=k_Bf_{\max}\left(1-\frac13\right)=92.0\ \text{pW/K}.$$

**(c) A branch that turns down.** Suppose the branch rises to 10 THz and then falls to 8 THz at the zone edge. On the falling part, modes with $k>0$ move left, but their partners at $-k$ move right. Between 8 and 10 THz there are thus two right-moving modes at each frequency. If all are perfectly transmitted, the classical conductance is $k_B(10+2)\ \text{THz}=165.7$ pW/K. The highest frequency alone fixes the answer when the branch rises all the way.

## Comparison

The scaling form was right, and the exact factor is $C=1$. The estimate $C=\pi/2$ is 57% too high relative to the exact classical result. The reason is the speed. Equipartition gives every mode the same energy, so the relevant speed is the plain average over the right-moving half of the zone:

$$\bar v=\frac{a}{\pi}\int_0^{\pi/a}\frac{d\omega}{dk}\,dk=\frac{a}{\pi}\,2\pi f_{\max}=2af_{\max}.$$

Putting $\bar v$ in place of $c=\pi af_{\max}$ in the estimate gives $k_Bf_{\max}$. For a straight branch, $c$ and $\bar v$ coincide, and the simple estimate has no error.

Newton's equations give the same factor without any counting of modes. A chain of 800 atoms was started with its left half hot and its right half at zero temperature, with independent random velocities and bond stretches. The average current across the middle is set by the covariance of the middle bond's stretch and the velocity beside it. This covariance was computed from the initial variances with a matrix exponential. It was read after a time $300\sqrt{m/K}$, before reflections from the ends returned, and averaged over a short interval. Divided by $k_Bf_{\max}$ times the temperature difference, it was 1.000 for the uniform chain and 0.667 with a half-strength middle bond.

**A real junction.** A short, stiff molecular chain between gold contacts can be compared with this model. The longitudinal acoustic branch of a long alkane chain reaches roughly 10 to 20 THz, so the model value is at the low end. The assumption that fails most clearly is perfect transmission up to the top. Gold has no phonons above roughly 5 THz, so elastic transport stops there. Keeping the temperature at 300 K and transmission perfect below that cutoff lowers the branch's conductance from 129 to roughly 70 pW/K. A real chain also has three other acoustic branches. If each were perfect up to a rough 5 THz, together they would add about 200 pW/K. Measured values for single alkane chains are of the rough size of 20 pW/K, far below the sum of these ideal contributions. Poor transmission at the contacts is one possible cause, but the measured total alone does not identify it.

Scattering inside the chain matters little if the chain is much shorter than the distance over which phonons are turned back. Let the right- and left-moving currents $J_+$ and $J_-$ exchange energy over a backscattering length $\Lambda$:

$$\frac{dJ_+}{ds}=\frac{dJ_-}{ds}=-\frac{J_+-J_-}{\Lambda},$$

where $s$ is the position along the chain. The net current $J_+-J_-$ is constant, so $J_+$ falls linearly. With nothing entering from the right, $J_-(L)=0$ and the net current equals $J_+(L)$. Hence $J_+(0)=J_+(L)(1+L/\Lambda)$, and the transmitted fraction is $\Lambda/(\Lambda+L)$. For $L=2.5$ nm and an assumed $\Lambda=100$ nm it is 0.976, a loss of about 2%. In a wire much longer than $\Lambda$, $k_Bf_{\max}$ is no longer a useful estimate. If $\Lambda$ is the same for all phonons, the formula makes the conductance fall as $1/L$. The formula adds intensities and ignores interference between scattered waves, so for $L>\Lambda$ it applies only when phase coherence is lost along the way. In a harmonic one-dimensional chain with static disorder the waves localize, and the transmission at a given frequency falls much faster. For random masses its mean at $L\approx10\Lambda$ is about 0.008, against 0.09 from the formula. Long waves usually have a longer $\Lambda$, so the conductance summed over the branch can still fall more slowly than $1/L$; for random masses between reflectionless contacts it falls roughly as $L^{-1/2}$.
